The Chandezon Eigenproblem for a Smooth Grating, Derived in Two Ways, part 2

Light of vacuum wavelength λ₀ falls from air, at angle θ to the y axis, on a smooth surface y = a(x) of period d, with a uniform medium below. The reflectance is sought, so that groove depth can be inferred from it. No field depends on z, and the time factor is exp(−iωt). Lengths are in units of 1/k₀, with k₀ = 2π/λ₀, and h = Z₀H. Each medium has relative permittivity ε.

The coordinates are u = x, v = y − a(x). F is E_z (TE) or h_z (TM), and G is h_u (TE) or −εE_u (TM), where subscript u marks the scalar product with (1, a′, 0). Maxwell's equations give

TE: h_x = −i∂_yE_z, h_y = i∂_xE_z;

TM: E_x = (i/ε)∂_yh_z, E_y = −(i/ε)∂_xh_z.

The functions c = 1/(1 + a′²) and s = a′/(1 + a′²) have Toeplitz matrices C and S of Fourier coefficients; α is the diagonal matrix of α_n = sin θ + nλ₀/d. A first derivation transformed the vector curl equations to u, v. For solutions proportional to exp(iλv) it gave the eigenproblem

λF = SαF + CG,  λG = (ε − αCα)F + αSG.

For the infinite matrix λ = ±β_m, with β_m = √(ε − α_m²) positive real or with positive imaginary part. With β either sign of β_m, the modes are plane waves:

F = exp(iα_mu + iβa) exp(iβv),

G = (β − a′α_m)F.

A second derivation starts from

A = ∬ w(∇P·∇F − εPF) dx dy,  w = 1 (TE) or 1/ε (TM),

over one period. P is an independent function, continuous like F, with the opposite phase factor per period. Requiring A to be stationary under variations of P gives the wave equation and continuity of w∂F/∂n, with n the surface normal.

The example's profile is a = (h/2)cos φ, φ = 2πx/d, where h is the crest-to-trough depth.

### Flattening the functional

The area element is unchanged, since ∂(x, y)/∂(u, v) = 1. The chain rule gives ∂_x = ∂_u − a′∂_v and ∂_y = ∂_v. Writing derivatives as subscripts, the integrand becomes

L = w[(P_u − a′P_v)(F_u − a′F_v) + P_vF_v − εPF]

 = w[P_uF_u − a′(P_uF_v + P_vF_u) + (1 + a′²)P_vF_v − εPF].

Treat v as time is treated in mechanics. The momentum belonging to P is

∂L/∂P_v = w[(1 + a′²)F_v − a′F_u] = i w G.

The last equality defines G here. It is the same G as before, because the bracket equals ∂_yF − a′∂_xF. For TE waves this is i h_x + a′·i h_y = i h_u, and for TM waves it is −iεE_x − a′·iεE_y = −iεE_u. Solving for F_v gives

F_v = sF_u + i c G.

The remaining derivatives of L are ∂L/∂P_u = w(F_u − a′F_v) and ∂L/∂P = −wεF. Stationarity requires

∂_v(∂L/∂P_v) + ∂_u(∂L/∂P_u) − ∂L/∂P = 0.

Inside one medium w is constant and divides out:

i G_v = −∂_u(F_u − a′F_v) − εF.

Substituting F_v, and using 1 − a′s = c and a′c = s, gives F_u − a′F_v = cF_u − i s G. Hence

i G_v = −∂_u(cF_u) + i∂_u(sG) − εF,

and division by i gives

G_v = iεF + i∂_u(cF_u) + ∂_u(sG).

Now take solutions proportional to exp(iλv) and project both equations on exp(−iα_nu). Multiplication by c and s becomes C and S, and ∂_u becomes iα. After division by i this is the eigenproblem restated above.

The order of operations matters once the series is cut off. Here F_v was eliminated at each point and the series truncated afterwards. If the Fourier series is inserted in L and truncated first, the elimination inverts the Toeplitz matrix N of 1 + a′². Let A₁ be the Toeplitz matrix of a′. In the first equation C is then replaced by N⁻¹ and S by N⁻¹A₁. In the second, C is replaced by 1 − A₁N⁻¹A₁ and S by A₁N⁻¹. For infinite matrices these replacements change nothing, because products of the matrices then correspond to products of the functions. For finite ones the two procedures differ. The numbers below use C and S.

### Energy flow and the choice of modes

For real ε the matrix has a symmetry that sorts its eigenvectors. Since c and s are real, C and S are Hermitian, and (Sα)† = αS. Write M for the eigenproblem matrix, X for the column (F, G), and J for the matrix that exchanges F and G. Then JM has the rows (ε − αCα, αS) and (Sα, C), and is Hermitian. From dX/dv = iMX,

d(X†JX)/dv = iX†(JM − M†J)X = 0,

because M†J = (JM)† = JM. The conserved quantity is X†JX = 2 Re F†G.

It measures power. The vector element normal to a line of constant v is (−a′, 1)du. For TE waves the time-averaged flow through it is proportional to

Re[E_z(h_x + a′h_y)*] = Re(E_zh_u*) = Re(F*G).

For TM waves it is −Re(E_uh_z*) = Re(F*wG). For a plane wave with real β the first half gave G = (β − a′α_m)F. The magnitude of F is one and the slope averages to zero over a period, so F†G = β, the upward component of the wavevector.

For an eigenvector, X†JMX = λX†JX, and the left side is real. A complex λ therefore requires X†JX = 0, so an evanescent mode on its own carries no power. Also M† = JMJ⁻¹, so complex eigenvalues occur in conjugate pairs, one decaying upward and one downward. The upward set consists of eigenvalues with positive imaginary part together with the positive real ones β_m, and the downward set is the remainder. In an absorbing medium the sign of the imaginary part decides.

### Joining the two media

At v = 0 the tangential fields are continuous, which means that F and wG are continuous. Let X_inc be the surface coefficients of the incident wave, with α = sin θ and β = −cos θ. Let r_j multiply the upward modes of air and t_j the downward modes of the substrate. In air w = 1, so

F_inc + Σ_j r_jF_j = Σ_j t_jF′_j,

G_inc + Σ_j r_jG_j = w Σ_j t_jG′_j,

where primes mark substrate modes. With N orders kept there are 2N equations for 2N amplitudes. The fraction of the incident power reflected into order m is

R_m = |r_m|² Re(F_m†G_m)/cos θ.

This formula requires each real eigenvalue in air to belong to one order only. If two reflected orders have α_m = −α_n, they share one β, and the computed eigenvectors are arbitrary mixtures of the two plane waves. For the grating below this happens at sin θ = λ₀/2d, that is at θ = 31.8°. The two eigenvectors must then be replaced by the plane waves read off along the surface, F = exp(iα_mu + iβa) with G = (β − a′α_m)F.

On a flat surface G = ±βF. The two conditions become 1 + r = t and −cos θ + r cos θ = −wβ₀t, with β₀ taken in the substrate. Hence

r = (cos θ − wβ₀)/(cos θ + wβ₀),

which is Fresnel's formula.

In a lossless system R₀, the other reflected orders and the transmission T add up to one at any truncation that represents the incident wave accurately, because the truncated matrix keeps the symmetry of JM. The sum therefore tests only how well the incident wave is represented. It does not establish convergence of the separate efficiencies, which has to be judged in other ways.

### A silicon grating

Consider a sinusoidal grating etched in silicon, with depth 80 nm and period 600 nm, lit at 633 nm and 25° incidence. The index is 3.88 without absorption. Two orders are reflected into air, 0 and −1.

The flat surface sets the scale. With cos θ = 0.9063 and β₀ = 3.8569, the TE amplitude is (0.9063 − 3.8569)/(0.9063 + 3.8569) = −0.6195, and the reflectance is 0.3837. For TM, wβ₀ = 3.8569/15.0544 = 0.2562. The amplitude is 0.6501/1.1625 = 0.559, and the reflectance is 0.3127.

A simple estimate of the effect of the grooves gives each point of the surface its flat reflection amplitude and the phase −2a cos θ, with a in units of 1/k₀. Averaging this phase factor over a sinusoid gives the Bessel function J₀(k₀h cos θ), with h now in nanometres. The argument is 0.7941·0.9063 = 0.7197, and J₀² = 0.765. The estimate is R₀ = 0.294 for TE and 0.239 for TM.

The eigenproblem with orders −15 to 15 gives

TE: R₀ = 0.3306, R₋₁ = 0.0404, T = 0.6290;

TM: R₀ = 0.2115, R₋₁ = 0.0894, T = 0.6991.

Relative to these values the phase estimate of R₀ is 11 % too low for TE and 13 % too high for TM. Its phase factor is the same for both polarizations, so it cannot follow their different response to the grooves.

Extending the orders to −20 to 20 changes neither R₀ nor R₋₁ by as much as 10⁻⁵ in either polarization. A separate calculation used no surface coordinates. It took Cartesian plane waves of orders −15 to 15 in each medium and fitted F and its weighted normal derivative at 512 points of the surface by least squares. It gives the same R₀ and R₋₁ to five decimals. For TE waves the Cartesian wave equation was also integrated through 120 horizontal slices, with orders −14 to 14. This gives R₀ = 0.33056 against 0.33060, and R₋₁ = 0.04046 against 0.04044.

With all else fixed, R₀ changes by −1.20·10⁻³ per nanometre of depth for TE and by −2.17·10⁻³ for TM. Near this depth the TM reading is the more sensitive by a factor of 1.8.

### Beside a real grating

The dimensions are assumed round values for a shallow silicon grating, and the optical constants are model inputs that only approximate those of the real materials. Silicon's absorption justifies treating the wafer as infinitely deep. With an extinction coefficient of about 0.02, the intensity falls by a factor e in 2.5 μm, while a wafer is several hundred micrometres thick. Including this absorption changes R₀ by less than 2·10⁻⁵. Other omissions matter more. Dividing the change of R₀ by the slope above gives the error in depth if the ideal model were used to interpret the reading:

- A second harmonic cos 2φ of amplitude 1 nm added to the profile, with φ = 2πx/d, which sharpens the crests and broadens the troughs: +0.78 nm for TE, −0.15 nm for TM.
- Heating by 10 K, with an index change of 3·10⁻⁴ per kelvin: −0.22 nm and −0.09 nm.
- An oxide film 2 nm thick, measured along y, with index 1.46: +0.11 nm in both.
- Roughness of 1 nm rms that varies slowly on the scale of the wavelength, estimated from the flat-surface formula: +0.09 nm and +0.03 nm. Finer roughness is not covered by this formula and can have a larger effect.
- Incidence spread within the xy plane, taken as the mean of the results at 24° and 26°: −0.07 nm and +0.03 nm. Rays tilted out of this plane are not included.

Among the listed figures, the one for the second harmonic is the largest in both polarizations, but by a wide margin only in TE. In TM the lead is so small that fine roughness could remove it. The second harmonic moves the two polarizations in opposite directions, so depths inferred from them would disagree by about 0.9 nm. In this example the oxide happens to shift both alike, so this comparison would not reveal it. Another grating need not show the same coincidence. Device lines with steep walls and sharp corners lie outside the smooth-profile assumption, and these small corrections do not describe them.

### What each derivation assumes

Both derivations need a surface that is a single-valued function of x, so an undercut groove is excluded. Both need uniform media on either side and a periodic structure. Both reach the matrix by replacing products with truncated convolutions, which is where smoothness of the profile enters.

The first starts from the vector equations. Its curl identity makes no reference to the medium or to the direction of the wave, and independence of z is imposed after the transformation. Keeping the z derivatives would extend it to light arriving out of the xy plane, where the two polarizations are in general coupled. It uses second derivatives of the position, although they cancel. The boundary condition is brought in separately, as continuity of the tangential fields.

The second assumes from the outset that the fields separate into two scalar problems, so it does not extend to that case without a new functional. In return it involves no derivative of a beyond the first, and it delivers the continuity of wG together with the wave equation, once F and P are taken to be continuous. It also identifies iwG as the momentum belonging to P, with v in the place of time.

Neither derivation proves that the modes of one direction suffice to represent the field on the surface. That is an assumption of the matching step. For this grating the stability against truncation is consistent with it in both polarizations. The slice integration, which does not use it inside the grooves, supports it for TE. The least-squares calculation expands the fields in the same one-directional waves, so agreement of the efficiencies alone does not settle the point. These waves satisfy the wave equation exactly in each medium, however, so a mismatch at the surface that tends to zero as orders are added would support the assumption directly. The numerical output lists the remaining figures.

Table of computed values

```
period 600 nm, depth 80 nm
wavelength 633 nm, incidence 25 deg
silicon index (lossless model) 3.88
largest slope 0.4189
c coefficients n=0: 0.92235, n=2: 0.03726
s coefficient n=1: 0.18537 i
orders kept -15..15, matrix size 62
silicon: order, alpha/k0, beta/k0, numerical lambda/k0
   -4  -3.79738  0.796424  0.796424
   -3  -2.74238  2.744766  2.744766
   -2  -1.68738  3.493872  3.493872
   -1  -0.63238  3.828119  3.828119
    0   0.42262  3.856915  3.856915
    1   1.47762  3.587624  3.587624
    2   2.53262  2.939429  2.939429
    3   3.58762  1.477632  1.477632
orders +-5: worst propagating error 7.7e-03 k0
orders +-8: worst propagating error 7.7e-09 k0
orders +-11: worst propagating error 9.5e-15 k0
air: 15 of 31 beta_m found to 1e-6 k0
TE: R0 0.33060, R-1 0.04044, T 0.62896
  boundary matching: R0 0.33060, R-1 0.04044
  flat surface R 0.38373, phase-grating guess R0 0.29355
  dR0/d(depth) -1.199e-03 per nm
TM: R0 0.21147, R-1 0.08940, T 0.69914
  boundary matching: R0 0.21147, R-1 0.08940
  flat surface R 0.31274, phase-grating guess R0 0.23925
  dR0/d(depth) -2.174e-03 per nm
TE sliced integration: R0 0.33056, R-1 0.04046
absorption length 2.52 um
neglected effect: change of R0, apparent depth error in nm
  TE absorption, kappa 0.02: +4.1e-06, -0.00 nm
  TE oxide 2 nm, index 1.46: -1.3e-04, +0.11 nm
  TE 2nd harmonic 1 nm: -9.3e-04, +0.78 nm
  TE cone, mean of +-1 deg: +8.3e-05, -0.07 nm
  TE heating 10 K, dn/dT 3e-04/K: +2.7e-04, -0.22 nm
  TE roughness 1 nm rms (flat estimate): -1.1e-04, +0.09 nm
  TM absorption, kappa 0.02: -1.6e-05, +0.01 nm
  TM oxide 2 nm, index 1.46: -2.4e-04, +0.11 nm
  TM 2nd harmonic 1 nm: +3.2e-04, -0.15 nm
  TM cone, mean of +-1 deg: -6.8e-05, +0.03 nm
  TM heating 10 K, dn/dT 3e-04/K: +2.0e-04, -0.09 nm
  TM roughness 1 nm rms (flat estimate): -6.8e-05, +0.03 nm
```
